Cell-averaging the electron-hole attraction in a monolayer Bethe-Salpeter model

Take a monolayer exciton whose binding energy in a given model is 222 meV, and solve the same model on a 24 × 24 momentum mesh. The attraction is infinite at zero momentum transfer, so that matrix element is set to zero. The computed binding energy is 123 meV. Doubling the number of points along each axis gives 169 meV, and doubling it again gives 194 meV. The error only roughly halves each time, while the number of unknowns grows fourfold. The remedy follows from finding what the missing element carried, and what remains wrong after it has been restored.

**The model**

Consider an electron and a hole with zero total momentum in two parabolic bands. Keep the direct attraction and drop exchange, Bloch overlaps and the frequency dependence of screening. The Bethe-Salpeter equation then becomes

α k² φ(k) − ∫ d²k′/(2π)² W(k−k′) φ(k′) = E φ(k), α = ħ²/2μ.

Here μ is the reduced mass and E is measured from the band gap, so a bound state has E < 0. W is positive and the minus sign makes it attractive.

For the screening, treat the layer as a polarizable sheet between media of mean dielectric constant κ. A sheet charge σ(q) produces the in-plane potential σ/(2ε₀κq). If the sheet polarizability is χ, a potential Φ induces the charge −χq²Φ. Hence

Φ = (σ − χq²Φ)/(2ε₀κq), so Φ = σ/[2ε₀q(κ + r₀q)], r₀ = χ/2ε₀.

Multiplying by the charges gives

W(q) = V₀/[q(1+ρq)], V₀ = e²/(2ε₀κ), ρ = r₀/κ.

The example uses μ = 0.27 electron masses, r₀ = 4 nm, κ = 4 and a gap of 2.1 eV. These give α = 0.1411 eV nm², V₀ = 2.262 eV nm and ρ = 1 nm.

**What omission removes**

Divide the square window −K < kx, ky < K into N² cells of side Δ = 2K/N, and sample φ at their centres. The matrix is

H_ij = α k_i² δ_ij − (Δ²/4π²) W(k_i−k_j).

The infinite element stands on the diagonal and has zero transfer in every row. Giving it a finite value v therefore changes H into H − v·1. All eigenvalues move down by v, and the eigenvectors do not change. On a given uniform mesh, omission thus leaves level spacings and wavefunctions as they would be with any other choice of v. The damage is to energies measured from the gap.

The singularity is integrable, so a natural choice for v is its integral over the zero cell. Split the square into eight triangles, each with 0 < θ < π/4 and 0 < q < Δ/(2cosθ). The factor q in the area element cancels the singular 1/q:

v₀ = (8V₀/4π²) ∫dθ ∫dq 1/(1+ρq)
= (8s/ρ) ∫₀^{π/4} ln[1 + ρΔ/(2cosθ)] dθ, s = V₀/4π².

For small ρΔ, use ln(1+x) = x − x²/2 + …. The integral of 1/cosθ is asinh 1 and that of 1/cos²θ is 1, so

v₀ = s[4 asinh(1) Δ − ρΔ² + …], 4 asinh 1 = 3.5255.

This explains the slow convergence: omission discards an energy proportional to Δ.

**Why one averaged cell is not enough**

Restoring v₀ leaves an error that is still linear in Δ. The fault lies in the neighbouring cells. At small q, W behaves as V₀/q, whose Laplacian is V₀/q³. Taylor expansion about a cell centre shows that the average over the cell exceeds the central value by about (Δ²/24)V₀/q³. Multiply by the cell area Δ² and sum over centres q = nΔ:

Σ Δ²·(Δ²/24)·V₀/(Δ³|n|³) = (V₀Δ/24) Σ 1/|n|³.

The sum over nonzero integer pairs n converges, so the total is linear in Δ. The Taylor estimate is crude for the nearest cells, but it shows the order.

To obtain the full coefficient, let g(q) be W φ/V₀ as a function of transfer, averaged over angle, with small-q expansion Σ a_p q^p. Define

G(z) = ∫₀^∞ x^{z−1} g(x) dx, Z(z) = Σ′ |n|^{−z},

where the prime excludes n = 0. Inverting this Mellin transform and summing over the mesh gives

Δ² Σ′ g(Δ|n|) = (1/2πi) ∫ G(z) Z(z) Δ^{2−z} dz,

along a vertical line with Re z slightly above 2. Move the line to the left. At z = 2, Z has a pole of residue 2π, because a ring of radius n holds about 2πn dn points. Its contribution 2πG(2) is the wanted integral ∫d²q g. At z = −p, G has a pole of residue a_p. Therefore

Δ² Σ′ g − ∫ d²q g = Σ_p a_p Z(−p) Δ^{2+p}.

The number of ways to write an integer as a sum of two squares gives Z(z) = 4ζ(z/2)β(z/2), with β(x) = 1 − 3^{−x} + 5^{−x} − … continued analytically. The values needed are

Z(1) = −C, C = 3.9003; Z(0) = −1; Z(−1) = −D, D = 0.2288; Z(−2) = 0.

Next expand W/V₀ = 1/q − ρ + ρ²q − … and φ(k+q) about q = 0. Odd terms in the vector q cancel between q and −q, and the quadratic term averages to q²∇²φ/4. Square symmetry lets the same average serve for the mesh. The coefficients are

a₋₁ = φ, a₀ = −ρφ, a₁ = ρ²φ + ∇²φ/4.

The attraction enters H with a minus sign, so the energy error is −s times the expectation value of the sum error. With ⟨∇_k²⟩ = −⟨r²⟩, where r is the electron-hole distance,

δE(omitted) = s[CΔ − ρΔ² + DΔ³(ρ² − ⟨r²⟩/4)].

Since Z(−2) = 0, there is no Δ⁴ term. Subtracting v₀ cancels the Δ² term and leaves

δE(zero cell) = s(C − 4 asinh 1)Δ + O(Δ³) = 0.3748 sΔ + O(Δ³).

Averaging the singular cell alone reduces the leading error to 9.6% of its former value without changing its order.

The coefficient C has a direct meaning. A mesh of spacing Δ makes real space periodic with period L = 2π/Δ. Inserting V₀ and Δ gives

sCΔ = C e²/(4πε₀κL).

This is the energy of an electron close to its hole in the field of the hole's periodic images, after the mean attraction has been removed. The length ρ is absent at this order because the images lie at distances much larger than ρ.

**Averaging every cell**

The argument above points to the cure: replace every element by the integral of W over its own cell. The remaining error is easiest to find in real space, where the attraction is U(r), the Fourier transform of W. Averaging over a square cell is a convolution in q, so it multiplies U by

S(r) = [sin(Δx/2)/(Δx/2)]·[sin(Δy/2)/(Δy/2)].

Sampling on the mesh then repeats the product US with period L. In the central copy, sin u/u = 1 − u²/6 + … gives S = 1 − Δ²r²/24 + …. The attraction is weakened, and the energy rises by Δ²⟨r²U⟩/24.

The images contribute little because S vanishes at their centres. Near the image at nL on the x axis, S is (−1)ⁿ(x/L)/(n+x/L) and U is V₀/(2πL|n+x/L|). Their product is

(−1)ⁿ sgn(n) V₀x/(2πL²n²) · [1 − 2x/(nL) + …].

Adding n and −n cancels the first term and leaves −4(−1)ⁿV₀x²/(2πL³|n|³). Summing over n ≥ 1 gives 4η(3)V₀x²/(2πL³), where η(3) = 1 − 1/2³ + 1/3³ − … = 0.9015. The y axis adds the same expression in y². Images off the axes carry two small factors and, after summing over signs, enter at order L⁻⁵. This extra attraction lowers the energy, so

δE(all cells) = Δ²⟨r²U⟩/24 − 4η(3)V₀⟨r²⟩Δ³/(2π)⁴ + O(Δ⁴).

The scheme is second order.

There is also a cheaper alternative. Keep central values for all nonzero transfers and set the zero element to s(CΔ − ρΔ²). This removes the first two terms of the omission error and leaves

δE(lattice) = sDΔ³(ρ² − ⟨r²⟩/4).

It is third order, but its constants belong to a square mesh and it assumes small ρΔ. For ρΔ > C the element even becomes negative, although the attraction is positive. The cell integral v₀ stays positive for any ρΔ. Full averaging can also be applied to other cell shapes and other integrable forms of W, but the error formula above is derived only for square cells and this W.

**The algorithm**

1. Choose K and N, and form the cell centres.
2. For each nonzero index difference, integrate W over the cell; an 8 × 8 Gauss-Legendre rule is used here. For zero difference, use the angular integral for v₀.
3. Apply the attraction as a convolution. Pad φ with zeros to 2N × 2N before the fast Fourier transform, so that opposite edges of the window do not interact.
4. Find the lowest eigenvalues by Lanczos iteration, which needs products Hφ but no stored matrix.
5. Converge Δ at fixed K, then enlarge K at fixed Δ.

**Worked example**

A real-space solution in a Gaussian basis supplies a reference free of mesh and window. It gives E = −221.73 meV for 1s and −57.30 meV for 2s. The 1s moments are ⟨r²⟩ = 1.639 nm² and ⟨r²U⟩ = 0.3091 eV nm²; for 2s, ⟨r²⟩ = 25.4 nm².

The mesh calculations use K = 6 nm⁻¹. Doubling K at Δ = 0.25 nm⁻¹ lowers the 1s energy by 0.21 meV. Adding this window error to the real-space energy gives −221.52 meV, the reference for the table. Errors are in meV, and positive means too weakly bound.

N | omitted | zero cell | all cells | lattice
24 | 98.36 | 9.43 | 2.14 | 0.95
48 | 52.42 | 5.19 | 0.68 | 0.14
96 | 27.07 | 2.67 | 0.20 | 0.03
192 | 13.76 | 1.35 | 0.06 | 0.02

For N = 48, Δ = 0.25 nm⁻¹ and s = 57.29 meV nm. The omission formula gives

57.29 × (0.9751 − 0.0625 + 0.0021) = 52.41 meV.

The cell integral v₀ is 47.23 meV, which leaves 5.18 meV. For full averaging, the two terms are

0.805 − 0.134 = 0.671 meV.

All three agree with the table to about 0.01 meV. For N ≥ 48, the computed errors in all four columns exceed the formulas by 0.013 to 0.016 meV. The window can account for this. At large k, φ is about W(k)ψ(0)/(αk²), where ψ is the real-space wavefunction. Since W falls as 1/k², φ falls as 1/k⁴. The energy lost outside the window then scales as ∫k²φ²k dk ∝ K⁻⁴. Doubling K leaves one sixteenth of the original window error, or about 0.014 meV, which the reference does not include.

The observed order is the base-2 logarithm of (E₄₈−E₉₆)/(E₉₆−E₁₉₂), where the subscript is N. It is 0.93 for omission, 0.93 for the zero cell and 1.83 for all cells. For omission and full averaging, the negative next terms in the error formulas pull the result below the limiting values 1 and 2.

At fixed K, the leading laws put a 1 meV mesh error in the 1s energy at N ≈ 2680 for omission, 258 for the averaged zero cell and 43 for full averaging. The matrix dimension is N², so these correspond to about 7 million, 67 thousand and 2 thousand unknowns.

The 1s-2s spacing shows what omission spares. At N = 96 it is 164.07 meV with the element omitted, against 164.43 meV in real space, although the 1s energy itself is wrong by 27 meV. Of the 0.35 meV difference, the third-order terms account for 0.15 meV. The remaining 0.20 meV is close to the window error of 1s, which also narrows the spacing.

**Where the scheme needs care**

The error formulas require a bound state much smaller than L. At N = 48, L is 25 nm and the root-mean-square 2s separation is 5 nm. From N = 48 to 96, the lattice-corrected 2s energy rises by 0.93 meV, against a predicted rise of 0.96 meV. At N = 24, L is only 12.6 nm, too little room for a reliable 2s state.

Unbound states fill the whole period, so the formulas do not apply to them and their mesh energies depend on L. Restoring v₀ lowers them by v₀, like every other level. Binding energies should therefore be measured from the known gap E = 0, not from a mesh state that stands for the continuum.

A nonuniform mesh has a different cell integral in each row. Omission then no longer produces a common shift, and the wavefunctions suffer too.

In the unscreened-sheet limit ρ → 0, W becomes V₀/q and the linear mesh errors keep the same coefficients. The window becomes more demanding: φ falls as 1/k³, and for sufficiently large K the window error falls as K⁻² instead of K⁻⁴.

**Relation to a real monolayer**

The parameters are rough values for monolayer MoS₂ between hexagonal boron nitride layers, where binding energies are roughly 0.2 eV. The agreement in size does not validate the model to the last meV. Several neglected effects can be sized separately:

- Massive-Dirac bands of the same gap and reduced mass, with their Bloch overlaps, raise the 1s energy by 4 meV on the fully averaged N = 48 mesh.
- Spreading the charge uniformly over a 0.3 nm slab multiplies the bare interaction by 2(x−1+e^{−x})/x², with x = 0.3 nm × q. Applying this factor to the screened W raises the energy by 22 meV on the same mesh, but that overstates the effect, because the layer's polarization also responds to the spread charge. With the in-plane polarizability spread over the same slab and the background constant κ = 4 kept inside it, Poisson's equation gives a rise of about 12 meV. Even the sign depends on that background: with the value 1 inside the slab, the energy falls by about 15 meV.
- Slow lattice polarization of the surroundings makes κ uncertain. Changing κ from 4 to 5 at fixed r₀ raises the real-space energy by 43 meV.
- In the electrostatic approximation, long-range exchange splits an exciton of total wave number Q by 2V₀Qd²|ψ(0)|²/(1+ρQ). With interband dipole length d = 0.183 nm, |ψ(0)|² = 0.335 nm⁻² and Q = 0.0190 nm⁻¹, the wave number of light at the exciton energy in surroundings of refractive index √κ = 2, this is about 1 meV. It is only a scale. The formula keeps the dipole at its band-edge value for all k; with the k-dependent overlaps of the massive-Dirac bands the splitting is nearer 0.6 meV. Retardation also matters near that wave number.

With κ kept inside the slab, the first three reduce the binding energy, but their shifts need not add. At 300 K the binding energy is 8.6 kT. For n = 10¹¹ pairs per cm², the ionized fraction f follows from f²/(1−f) = [kT/(4παn)] exp(−|E|/kT), with equal internal weights for excitons and free pairs. This gives f ≈ 5% for κ = 4 and 11% for κ = 5, so raising κ by a quarter roughly doubles the fraction.

For these parameters, the uncertainty in environmental screening is tens of meV. Omission at N = 48 adds a mesh error of similar size, 52 meV, which could be mistaken for physics. Full averaging on the same mesh brings it below 1 meV, so the choice of screening, not the mesh, limits the predicted binding energy.
